Depletion width at a metal contact from doping and band bending

**Question**

I am stuck on an exercise about a metal contact on an n-type semiconductor. The donor density is 10²³ m⁻³, the relative permittivity is 10, and the bands bend upward by 0.8 V at the contact. I have to calculate the width of the depletion layer.

My first idea was "voltage equals field times width", but the field depends on the width too, and I don't think it is constant. I also have three doubts about the model. Is the 0.8 V the same thing as the barrier height? How can the layer have a definite edge if the electron density varies smoothly? And would the answer survive in a real contact, with image forces, tunnelling and so on?

**Answer**

Your suspicion about the field is right. The layer contains charge throughout, so the field changes across it. Poisson's equation with the right conditions at the edge settles both the field and the width.

**Setting up the charge and the signs**

Let x be the distance from the metal into the semiconductor, and let q be the positive elementary charge. Let ψ(x) be the upward shift of the conduction band, divided by q, measured from the bulk. Thus ψ = 0 deep inside and ψ(0) = ψ_s = 0.8 V at the metal.

An electron has charge −q, so its energy rises where the electrostatic potential φ falls: φ = −ψ. Poisson's equation φ″ = −ρ/ε therefore becomes

ψ″ = ρ/ε,  ε = ε₀ε_r.

Where the band is bent upward by many times the thermal voltage, there are almost no electrons. The positively charged donors remain, with density N. The depletion approximation replaces the smooth electron profile by a step: no electrons for 0 < x < W, and a neutral semiconductor beyond W. I also take the doping as uniform, the donors in the layer as fully ionised and the contact as planar. Then

ψ″ = qN/ε for 0 < x < W.

**Finding the width**

The neutral region carries no field, and there is no sheet of charge at W, so the field is continuous there: ψ′(W) = 0. Integrating from x to W,

ψ′(W) − ψ′(x) = (qN/ε)(W − x),

ψ′(x) = −(qN/ε)(W − x).

The electric field component along x is −φ′ = ψ′, which is negative. It points towards the metal, as it should: the positive donors face an equal negative charge on the metal surface. Its magnitude falls linearly from the metal to zero at W.

The second condition is ψ(W) = 0. Integrating again from x to W,

0 − ψ(x) = −(qN/ε) ∫ₓᵂ (W − s) ds = −(qN/2ε)(W − x)²,

ψ(x) = (qN/2ε)(W − x)².

At the metal this must equal ψ_s:

ψ_s = qNW²/(2ε),

W = √(2εψ_s/(qN)).

This also repairs your first idea. The surface field has magnitude F_s = qNW/ε, and the average field is half of that, because the profile is a triangle. Hence ψ_s = F_sW/2. The factor 2 under the root comes from this average.

**Putting in the numbers**

The permittivity is ε = 8.854×10⁻¹¹ F/m and the charge density is qN = 1.602×10⁴ C/m³. Then

2εψ_s = 2 × 8.854×10⁻¹¹ × 0.8 = 1.417×10⁻¹⁰ C/m,

W² = 1.417×10⁻¹⁰ / 1.602×10⁴ = 8.84×10⁻¹⁵ m²,

W = 9.40×10⁻⁸ m = 94.0 nm.

The units work because a farad times a volt is a coulomb, and C/m divided by C/m³ is m².

The other quantities follow from W:

F_s = 2ψ_s/W = 1.6 V / 94.0 nm = 0.170 MV/cm,

charge per area = qNW = 0.151 μC/cm²,

capacitance per area = ε/W = 0.094 μF/cm².

Halfway through the layer the bending is not half of 0.8 V but a quarter, 0.20 V, because the profile is a parabola.

Doping and bending enter through square roots. At fixed bending, four times the doping halves the width. At fixed doping, a reverse bias V_R that drops across the layer replaces ψ_s by ψ_s + V_R. With V_R = 2.4 V the total is 3.2 V, four times the original value, so the width doubles to 188 nm and the surface field doubles too.

**Is 0.8 V the barrier height?**

No. The barrier height is measured from the Fermi level to the conduction-band edge (the bottom of that band) at the contact. The bending is measured from the bulk conduction band. At zero bias they differ by the distance of the Fermi level below the bulk band edge:

barrier height = qψ_s + kT ln(N_c/N).

The second term follows from N = N_c exp[−(E_c − E_F)/kT], valid for a dilute electron gas with all donors ionised. Here N_c is the effective density of states of the conduction band. For an electron mass of 0.20 free-electron masses at 300 K, N_c = 2.24×10²⁴ m⁻³, and the term is 0.080 eV. The barrier is then 0.88 eV. Had you inserted 0.88 V as the bending, you would have found 94.0 × √(0.88/0.80) = 98.6 nm, about 5 percent too much.

**What happens to the sharp edge?**

Put the electrons back. In equilibrium, and while the electron gas is dilute, their density is N exp(−ψ/V_T), with V_T = kT/q = 25.85 mV at 300 K. The charge density is donors minus electrons, so

ψ″ = (qN/ε)[1 − exp(−ψ/V_T)].

Multiply by ψ′. The left side becomes the derivative of ψ′²/2, and the right side becomes a function of ψ times dψ/dx. Integrate from the bulk, where ψ and ψ′ both vanish:

ψ′²/2 = (qN/ε) ∫₀^ψ [1 − exp(−s/V_T)] ds
= (qN/ε){ψ − V_T[1 − exp(−ψ/V_T)]}.

With F = |ψ′|,

F² = (2qN/ε){ψ − V_T[1 − exp(−ψ/V_T)]}.

By Gauss's law the charge per area in the semiconductor is Q = εF_s. A natural width is that of a fully depleted box holding the same charge, W_Q = Q/(qN). Since ψ_s/V_T is about 31, the exponential at the surface is negligible, and

W_Q = √(2ε(ψ_s − V_T)/(qN)) = W√(1 − V_T/ψ_s)
= 94.03 nm × √(1 − 0.02585/0.8) = 92.5 nm.

The correction is 1.5 nm, or 1.6 percent of W. A finite-difference solution of the full equation, with its charge summed over the grid, also gave 92.50 nm. With V_T made ten times smaller it gave 93.88 nm, approaching the sharp-edge result. That second case is a mathematical limit of the model, not a prediction for a cold crystal, where donors would capture electrons.

Why is the charge smaller, although the bending is the same? Integration by parts gives

∫₀^∞ xψ″ dx = [xψ′]₀^∞ − ∫₀^∞ ψ′ dx = ψ_s,

so the bending fixes the first moment of the charge: ψ_s = (1/ε)∫xρ dx. Now write ρ = qN w(x), where w falls from practically 1 at the metal to 0 in the bulk. Treat −w′ as a distribution of edge positions. Two more integrations by parts give

∫w dx = ⟨x⟩ = W_Q,  ∫xw dx = ⟨x²⟩/2.

The moment condition then reads ⟨x²⟩ = 2εψ_s/(qN) = W². Therefore

W² = W_Q² + variance of the edge position.

Charge in the outer part of a smeared edge has a longer lever arm, so less total charge produces the same bending. Comparing with the formula for W_Q, the variance is 2εV_T/(qN) = 2L_D², where

L_D = √(εV_T/(qN)) = 11.95 nm

is the Debye length. The edge has a standard deviation of √2 L_D = 16.9 nm.

So the edge is not thin. The electron density reaches 10, 50 and 90 percent of its bulk value at 73, 91 and 114 nm. At x = W it is already 59 percent. The width of 94 nm is a good measure of the stored charge and the band bending, but it does not mark a place where electrons suddenly appear.

**Which width does a capacitance measurement give?**

Differentiate the expression for F² at the surface with respect to ψ_s:

2F_s dF_s/dψ_s = (2qN/ε)[1 − exp(−ψ_s/V_T)].

Since C = dQ/dψ_s = ε dF_s/dψ_s,

C = qN[1 − exp(−ψ_s/V_T)]/F_s,

ε/C = W_Q/[1 − exp(−ψ_s/V_T)].

Here the denominator is practically 1, so ε/C is 92.5 nm. Differencing the charge from the numerical solution at two nearby values of the bending gave the same 92.50 nm. This assumes that the electrons follow the small signal and that no slow traps contribute.

**When does the square-root law fail?**

It needs ψ_s much larger than V_T. In the opposite limit, 0 < ψ_s ≪ V_T, expand the exponential to second order:

ψ − V_T[1 − exp(−ψ/V_T)] ≈ ψ²/(2V_T),

F ≈ ψ√(qN/(εV_T)) = ψ/L_D.

Since F = −ψ′, the bending decays as exp(−x/L_D). Nothing is depleted; the electrons are slightly thinned out. The stored charge is proportional to ψ_s instead of √ψ_s, and ε/C tends to L_D instead of zero. If the bands bend downward, electrons accumulate and there is no depletion layer at all.

**How does this compare with a real contact?**

The numbers lie in the regime of a Schottky contact on n-type gallium nitride, for which a permittivity near 10 and an electron mass near 0.2 are rough typical values. The bending depends on the metal and the surface treatment, so 0.8 V is an assumed input. Uniform, uncompensated doping is an assumption that real layers can break. If acceptors are present, N must be the net donor density. A net density 20 percent below the assumed one, at the same bending, gives 94.0/√0.8 = 105 nm. That is a much larger change than the electron correction. The permittivity also enters through a square root, so a change of 5 percent shifts the width by about 2.5 percent: 9.5 gives 91.7 nm and 10.5 gives 96.4 nm. In an anisotropic crystal the relevant value is the one along the contact normal, if that is a principal axis.

Temperature acts mainly through the bending. Suppose the barrier height, permittivity, electron mass and doping stay fixed while the contact warms to 400 K. The Fermi level moves further below the bulk band edge, the bending falls to 0.758 V, and W_Q falls from 92.50 to 89.45 nm.

Incomplete ionisation looks more threatening. For a rough donor depth of 25 meV, 83.6 percent of the donors are ionised in the bulk at 300 K. In most of the layer, however, the band edge and the donor level are lifted far above the Fermi level, and the donors there are empty. To see the effect on the charge, let n be the local electron density and n₀ its bulk value. Donor occupation, including the two spin states of an occupied donor, gives an ionised density N/(1 + n/n₁), with n₁ = (N_c/2)exp(−donor depth/kT). Relative to qN, the missing charge fraction is

1 − 1/(1 + n/n₁) + n/N = (n/n₁)/(1 + n/n₁) + n/N.

The same first integration as before needs this fraction integrated over ψ. Because n = n₀ exp(−ψ/V_T), we have dψ = −V_T dn/n, and for large bending the integral is cV_T with

c = ln(1 + n₀/n₁) + n₀/N.

Bulk neutrality says n₀ = N/(1 + n₀/n₁), so the logarithm is ln(N/n₀). Thus c = ln(1/0.836) + 0.836 = 1.015. The complete-ionisation result has c = 1, so W_Q changes by only 0.02 nm at fixed bending. The barrier height belonging to that bending is larger by kT ln(N/n₀), about 5 meV, because the bulk Fermi level lies slightly lower.

The donors are also discrete. Their mean spacing is about 21.5 nm, and a cube of side W holds about 83 of them. If they are placed at random, that count varies by 1/√83, or 11 percent. Since W varies as N^(−1/2), an isolated patch of this size would vary in width by about half as much, 5.5 percent. This rough estimate counts the donors but ignores their random depths, which raise the spread to about 6 percent. The capacitance of a contact much larger than W averages over many patches.

The surface field is about 6 percent of a rough breakdown field of 3 MV/cm, so breakdown is not close at zero bias.

**Do image forces and tunnelling change the width?**

At a given bending they barely enter the charge balance, but they do affect the current.

An electron at distance x from the metal is attracted by an image charge at distance 2x. The force is q²/(16πε_i x²), and integrating it from infinity gives the energy −q²/(16πε_i x), where ε_i is the permittivity that responds to the moving electron. Near the metal the bending is nearly linear, so the barrier, in volts, is lowered at x by

F_s x + q/(16πε_i x).

The barrier top is where this lowering is smallest. Setting the derivative to zero gives x_m = √(q/(16πε_i F_s)). The two terms are equal there, so the lowering is

2F_s x_m = √(qF_s/(4πε_i)).

This is 49.5 mV with the static permittivity and 68 mV with a rough optical value of 5.3. The top lies 1.5 to 2 nm from the metal. Electrons are so scarce there that this shift in their energy hardly changes the space charge.

For tunnelling, start at the energy of the bulk band edge. The WKB estimate of the transmission is exp(−K), with m the electron mass in the crystal and

K = (2/ħ) ∫₀ᵂ √(2mqψ) dx.

Since ψ = ψ_s(1 − x/W)², the integral of the root is √(2mqψ_s) W/2. Inserting W,

K = W√(2mqψ_s)/ħ = ψ_s/E₀₀,  E₀₀ = (ħ/2)√(N/(mε)).

Here E₀₀ is in volts, numerically the energy in eV. It is 4.15 mV, so K = 193. This uses the band-edge mass throughout the barrier; a two-band dispersion with a gap of 3.4 eV lowers K to about 180. Tunnelling at the bottom of the barrier is hopeless.

Near the top it is different. Leave out the image force at first. At a depth δ below the top the barrier is nearly a triangle of width δ/F_s, and

K ≈ (2/ħ)√(2mq) ∫₀^(δ/F_s) √(δ − F_s x) dx
= (4/3)√(2mq) δ^(3/2)/(ħF_s).

Using F_s = 2ψ_s/W and √(2mq)/ħ = √ψ_s/(E₀₀W), this becomes

K ≈ (2/3)δ^(3/2)/(E₀₀√ψ_s).

For δ = V_T the result is K ≈ 0.75. The transmission falls to exp(−0.75) ≈ 0.47, while the electron population at that energy is larger than at the top by a factor exp(1) ≈ 2.7. Electrons just below the top therefore matter. The image force rounds the top and raises K at this depth to about 2, which weakens their contribution but does not remove it.

To estimate the total, integrate the thermal population times exp(−K) over all energies below the top, using the full parabola, and compare with unit transmission above it. For the bare barrier this gives a tunnelling current about 3 times the over-barrier current. The image force lowers the top and raises the over-barrier current more than the tunnelling current. With it included, the same estimate gives a ratio of about 1 for the static permittivity and 0.8 for the optical one. These values are only orders of magnitude, because WKB is poor close to the top and electrons above the top are in fact partly reflected. They also refer to the zero-bias bending of 0.8 V. Forward bias weakens the field, and at a bending of 0.3 V the ratios with the image force fall to about 0.5 and 0.4. The estimates show that at E₀₀/kT = 0.16 electrons below the top carry a sizeable share of the current. They do not show that the total exceeds the classical over-barrier value, since reflection at the contact can remove as much as tunnelling adds.

For your exercise, the answer is W ≈ 94 nm in the depletion approximation. If the question concerns the stored charge or the capacitance at 300 K, use 92.5 nm. The numerical output below lists the values behind both.

Numbers as computed

```
donor density N = 1.0e+23 m^-3
relative permittivity = 10.0
band bending = 0.80 V
temperature = 300 K, kT/q = 25.85 mV
elementary charge q = 1.6022e-19 C
permittivity eps = 8.8542e-11 F/m
charge density qN = 1.6022e+04 C/m^3
2 eps psi_s = 1.4167e-10 C/m
W squared = 8.8422e-15 m^2
depletion width W = 94.03 nm
W from numerical root search = 94.03 nm
bending at x = W/2 = 0.20 V
surface field 2 psi_s/W = 0.170 MV/cm
charge qNW = 0.1507 uC/cm2
capacitance eps/W = 0.0942 uF/cm2
Debye length = 11.95 nm
charge width W_Q, formula = 92.50 nm
charge width W_Q, numerical = 92.50 nm
W - W_Q = 1.53 nm (1.63 percent)
eps/C from numerical capacitance = 92.50 nm
surface field with electrons = 0.167 MV/cm
numerical W_Q with kT/q ten times smaller = 93.88 nm
n/N = 0.1, 0.5, 0.9 at x = 73.1, 90.6, 114.3 nm
n/N at x = W: 0.587
rough electron mass = 0.20 m_e, Nc = 2.244e+24 m^-3
N/Nc = 0.0446
Fermi level below band edge = 0.0804 eV
barrier height = 0.880 eV
Fermi-level shift by degeneracy = 0.41 meV
rough donor depth = 25 meV
ionised fraction in bulk = 0.836
tail factor c = 1.0151
W_Q with incomplete ionisation = 92.48 nm
W for permittivity 9.5 = 91.65 nm
W for permittivity 10.5 = 96.35 nm
bending at 400 K, same barrier = 0.758 V
W_Q at 400 K = 89.45 nm
mean donor spacing N^(-1/3) = 21.5 nm
donors in a cube of side W = 83
relative count spread in that cube = 11 percent
local width spread, half of that = 5.5 percent
rough breakdown field = 3.0 MV/cm
surface field / breakdown field = 0.057
rough gap = 3.4 eV, rough hole mass = 1.5 m_e
hole density at surface = 2e-17 m^-3
image lowering, static permittivity = 49.5 meV
barrier top then at x = 1.47 nm
rough optical permittivity = 5.3
image lowering, optical permittivity = 68.0 meV
barrier top then at x = 2.02 nm
tunnelling energy E00 = 4.15 meV, E00/kT = 0.161
WKB exponent at bulk band edge = 193
tunnelling / over-barrier current, rough = 3.3
```
